# Why a wavy surface step need not be meander-unstable

An atomic step of length 1946 Å, in equilibrium at 900 K, has a mean peak-to-trough range of nearly 60 Å, about 15 lattice constants. In about three quarters of its snapshots the strongest Fourier component is the one whose wavelength equals the step length. Such a snapshot can be mistaken for a growing wave, yet the mean amplitude of every Fourier mode of finite wavelength on this step decays.

## The counter-example: a step in equilibrium

Let $h(y)$ be the position of a step that runs along $y$ and closes on itself after a length $L$. It has no overhangs, its slope $h_y$ is small, and it does not touch its neighbours. The algebra is in atomic units, with $kT$ an energy; numbers are in eV and Å.

If $\beta(\theta)$ is the free energy per length at angle $\theta=\arctan h_y$, expansion to second order gives

$$\beta(\theta)\sqrt{1+h_y^2}=\beta(0)+\beta'(0)h_y+\tfrac12\tilde\beta h_y^2,\qquad \tilde\beta=\beta(0)+\beta''(0).$$

The first term is constant and the second integrates to zero on a closed step. The stiffness $\tilde\beta>0$ sets the cost of waviness. With $h=\sum_q h_qe^{iqy}$,

$$E=\frac{\tilde\beta}{2}\int_0^L h_y^2\,dy=\frac{\tilde\beta L}{2}\sum_q q^2|h_q|^2 .$$

Because $h$ is real, $q$ and $-q$ form one pair with energy $\tilde\beta Lq^2|h_q|^2$. The real and imaginary parts of $h_q$ are two quadratic degrees of freedom, so the mean energy of the pair is $kT$:

$$S_{eq}(q)=\langle|h_q|^2\rangle=\frac{kT}{L\tilde\beta q^2}.$$

The stiffness follows from the kinks. Let the step shift by $n$ lattice constants $a$ at each site, with weight $z^{|n|}$, $z=e^{-\varepsilon/kT}$. Dividing $\sum n^2z^{|n|}=2z(1+z)/(1-z)^3$ by $\sum z^{|n|}=(1+z)/(1-z)$ gives

$$\langle n^2\rangle=\frac{2z}{(1-z)^2}=\frac{1}{2\sinh^2(\varepsilon/2kT)}.$$

Over many sites the displacement becomes Gaussian. The elastic energy $\tilde\beta an^2/2$ per site gives the variance $kT/(\tilde\beta a)$, and equating the two yields $\tilde\beta=(2kT/a)\sinh^2(\varepsilon/2kT)$. For $kT=0.0776$ eV, $\varepsilon=0.16$ eV and $a=3.8$ Å, $\tilde\beta=0.061$ eV/Å and $kT/\tilde\beta=1.267$ Å.

With $q=2\pi m/L$, the mean square width is

$$w^2=2\sum_{m\ge1}\frac{kTL}{4\pi^2\tilde\beta m^2}=\frac{kTL}{12\tilde\beta}=\frac{1.267\times1945.6}{12}\ \text{Å}^2,$$

so $w=14.3$ Å, or 1.43 nm. The mode $m=1$ holds the fraction $1/\sum m^{-2}=6/\pi^2=0.61$ of the variance. The apparent wavelength is therefore set by the step length: a longer step shows a longer wave.

A single snapshot can mislead further. Each $h_q$ is a complex Gaussian variable, so its power is exponentially distributed with mean proportional to $1/m^2$. If $x$ is the power of mode 1 divided by its mean, mode $m$ is weaker with probability $1-e^{-m^2x}$. Mode 1 is strongest with probability

$$\int_0^\infty e^{-x}\prod_{m\ge2}\left(1-e^{-m^2x}\right)dx=0.763 .$$

In 2465 closed steps drawn with the Boltzmann weights of the kinks, the fraction was 0.772, and the fitted spectral exponent was $-2.007$. In the other 23% of these snapshots a shorter wave was strongest, resembling a selected wavelength.

None of these waves is unstable. Without a net flux the free energy cannot increase during mean relaxation. Near the straight step it is a positive quadratic form, so a mode varying as $e^{\omega t}$ has free energy proportional to $e^{2\omega t}$. Hence $\omega\le0$. Fluctuations create the waves and relaxation removes them.

## The correct criterion

A step is linearly meander-unstable if the mean amplitude of some mode obeys $\dot h_q=\omega(q)h_q$ with $\omega(q)>0$. The amplitude at one instant does not determine this sign.

Consider a train of steps with spacing $l$, growing under a flux $F$ and moving in phase. Atoms join a step freely from its lower terrace but meet an extra barrier $E_s$ when they descend from its upper terrace. In this model

$$\omega=G-R,$$

where $R>0$ comes from the stiffness and $G$ from the flux. $G$ vanishes if $F=0$ or $E_s=0$, and is positive if both are positive. Long waves are then unstable.

## Proof

The step at $x=h$ advances towards $+x$ over its lower terrace, which ends at the next step, $x=l+h$. Let $u$ be the adatom density minus its straight-step equilibrium value $c$, $D$ the diffusivity and $\Omega=a^2$ the area per atom. Without desorption, and with diffusion fast compared with step motion, $D\nabla^2u+F=0$.

For $h=\eta e^{iqy}$ the curvature $-h_{yy}=q^2h$ raises the equilibrium density at both edges by $gh$, with $g=c\,\Omega\tilde\beta q^2/kT$. At $x=h$, $u=gh$. At the far edge the barrier gives $\Lambda\partial_xu=-(u-gh)$ to first order. To find $\Lambda$, let the last hop carry the flux $J=(D/a)e^{-E_s/kT}\Delta$, where $\Delta$ is the excess density one site before the edge. Extrapolation to the edge lowers this excess by $aJ/D$, leaving $\Lambda J/D$ with $\Lambda=a(e^{E_s/kT}-1)$.

For straight steps,

$$u_0=\frac FD\left(bx-\frac{x^2}{2}\right),\qquad b=\frac{l(\Lambda+l/2)}{\Lambda+l},$$

where $b$ follows from $\Lambda(b-l)=-(bl-l^2/2)$. For wavy steps add $\eta e^{iqy}u_1$, with $u_1=P\cosh qx+Q\sinh qx$. Expanding the edge conditions about $x=0$ and $x=l$ gives

$$P=g-\frac{Fb}{D},\qquad \Lambda\left[u_1'(l)-\frac FD\right]=g-u_1(l)-\frac{F(b-l)}{D}.$$

Write $C=\cosh ql$, $s=\sinh ql$ and $N=\Lambda qC+s$. The second condition becomes

$$QN=g+\frac FD(\Lambda+l-b)-P(C+\Lambda qs).$$

A step receives atoms from both sides. Since $u_0''$ is the same at both edges, it cancels, leaving

$$\omega=\Omega D[u_1'(0)-u_1'(l)]=\Omega Dq[Q(1-C)-Ps].$$

The equations are linear, so the two sources can be treated separately. For $F=0$, $P=g$ and

$$\omega=\frac{\Omega Dqg}{N}\left[(1-C)(1-C-\Lambda qs)-s(\Lambda qC+s)\right].$$

With $s^2=C^2-1$ the bracket is $-\Lambda qs-2(C-1)$. Hence

$$R=\frac{\Omega^2Dc\,\tilde\beta q^3}{kT}\,\frac{\Lambda qs+2(C-1)}{N}>0 .$$

For the flux part set $g=0$, so $P=-Fb/D$. Then

$$G=\frac{\Omega Fq}{N}\left\{(1-C)(\Lambda+l-b)+b\left[(1-C)(C+\Lambda qs)+s(\Lambda qC+s)\right]\right\}.$$

The square bracket equals $C-1+\Lambda qs$, and $\Lambda+l-2b=\Lambda^2/(\Lambda+l)$. Therefore

$$G=\frac{\Omega Fq}{N}\frac{\Lambda}{\Lambda+l}\left[\left(\Lambda+\frac l2\right)qls-\Lambda(C-1)\right].$$

Comparing power series term by term shows that $qls\ge2(C-1)$. Thus $G>0$ for positive $F$, $\Lambda$ and $q$, and $G=0$ if either $F$ or $\Lambda$ vanishes.

For $ql\ll1$, $N\to q(\Lambda+l)$, $s\to ql$ and $C-1\to q^2l^2/2$, so

$$\omega\simeq\alpha q^2-Kq^4,\quad \alpha=\frac{\Omega Fl^2\Lambda}{2(\Lambda+l)},\quad K=\frac{\Omega^2Dc\,\tilde\beta l}{kT}.$$

The quadratic term wins at small $q$, which proves the long-wave instability. At large $q$, $G\propto q$ but $R\propto q^3$, so short waves decay. Setting $d\omega/dq=0$ gives $q^2=\alpha/2K$ and

$$\lambda_m=2\pi\sqrt{\frac{2K}{\alpha}}=4\pi\sqrt{\frac{\Omega Dc\,\tilde\beta(\Lambda+l)}{kT\,F\,l\,\Lambda}} .$$

In this long-wave limit, at fixed temperature and spacing, $\lambda_m\propto F^{-1/2}$: the selected wave becomes infinitely long as the flux vanishes.

The full $\omega$ was tested against diffusion between edges with a real waviness of 0.2 Å, for wavelengths of 1500, 650 and 300 Å, with and without flux, and for $\Lambda=0$, 46 and 3000 Å. The largest difference was $1.1\times10^{-5}$ of $G+R$.

## The same step during growth

Take $l=150$ Å, 0.1 monolayer per second and $E_s=0.20$ eV, hence $\Lambda=46$ Å. The diffusion barrier is 0.90 eV, the adatom formation energy 1.10 eV and the attempt rate $\nu=10^{13}$ s$^{-1}$, with $D=a^2\nu e^{-0.90\,\mathrm{eV}/kT}$ and $c=a^{-2}e^{-1.10\,\mathrm{eV}/kT}$. Then $\alpha=265$ Å$^2$/s and $K=1.56\times10^6$ Å$^4$/s, so the long-wave formula gives $\lambda_m=681$ Å. The full rate peaks at 619 Å, or 62 nm. The formula is 10% too long because $ql\approx1.5$ is not small.

Random attachment and detachment add power at a rate $n_q$, so $\dot S=2\omega S+n_q$. In equilibrium $\omega=-R$ and $\dot S=0$, which fixes $n_q=2RS_{eq}$. Keeping this noise during growth and integrating,

$$S(t)=S(0)e^{2\omega t}+S_{eq}\frac{R}{\omega}\left(e^{2\omega t}-1\right).$$

Here $S$ refers to the in-phase amplitude of $M$ steps, $M^{-1/2}\sum_jh_q^{(j)}$. Its equilibrium power equals that of one independent step. Starting from equilibrium, 200 s of growth gives:

| $m$ | wavelength (Å) | $\omega$, no flux (1/s) | $\omega$, growth (1/s) | $S/S_{eq}$ |
|---|---|---|---|---|
| 1 | 1946 | −0.00016 | 0.0026 | 2.9 |
| 2 | 973 | −0.0024 | 0.0081 | 33 |
| 3 | 649 | −0.0106 | 0.0118 | 214 |
| 4 | 486 | −0.029 | 0.0087 | 137 |
| 5 | 389 | −0.060 | −0.0050 | 10.5 |
| 6 | 324 | −0.107 | −0.032 | 3.3 |

For $m=3$, $2\omega t=4.73$ and $R/\omega=0.90$, so the ratio is $113+0.90\times112\approx214$. Without the descent barrier, at the same flux, this mode has $\omega=-0.0117$ s$^{-1}$: growth alone does not destabilize it.

Mode 5 is stable although its power rises tenfold. The flux weakens its relaxation, and its power tends to the finite limit $R/|\omega|\approx12$ times $S_{eq}$. Without flux the in-phase amplitude of mode 1 relaxes in about 6100 s, so an equilibrium wave shared by the steps can look permanent over several minutes. Waves that differ from step to step relax faster, because neighbouring steps then exchange atoms.

A closed step shorter than the cutoff wavelength, 412 Å here, has no unstable mode, because its longest wave already decays.

## What a measurement must separate

Increasing waviness is not sufficient evidence either. A train that starts straight, without flux, has $S=S_{eq}(1-e^{-2Rt})$. At small $q$ this rises as $q^2$; at large $q$ it falls as $q^{-2}$, so there is a peak between. For long waves put $v=2Kq^4t$. Then $S\propto t^{1/2}v^{-1/2}(1-e^{-v})$, whose maximum satisfies $e^v=1+2v$. This has one positive root $v_*$, hence

$$\lambda_{peak}=2\pi\left(\frac{2Kt}{v_*}\right)^{1/4}.$$

With the full $R$ and $q$ treated as continuous, the peak moves from 776 Å at 100 s to 1571 Å at 1600 s, close to the predicted doubling; on the 1946 Å step the strongest mode changes from $m=3$ to $m=1$. Its height stays below $S_{eq}$.

The useful quantity is $q^2S(q,t)$ for the in-phase amplitude, averaged over many trains and followed in time. In equilibrium it is flat. In the unstable train, while the linear theory holds, the band of growing modes is fixed and the maximum of $q^2S$ approaches the fastest-growing wavelength. A peak alone does not prove instability: without the descent barrier, where every mode is stable, the noise of deposition gives $q^2S$ a maximum of 1.9 times its equilibrium level at $m=2$ after 200 s. That maximum has moved to $m=1$ by 2000 s, and each mode saturates instead of growing exponentially. The flat law fails near the lattice constant. For a single step it also fails at small $q$, where repulsion from the neighbours adds a restoring force and the power rises more slowly than $q^{-2}$. A uniform shift of all steps leaves their spacing unchanged and feels no such force. The root-mean-square relative displacement of two freely wandering neighbours reaches the spacing when $2kTy/\tilde\beta=l^2$, at $y\approx8900$ Å, well beyond this step length.

## Comparison with real growth

The parameters are round values meant to resemble high-temperature molecular-beam epitaxy on a vicinal semiconductor surface; no material is implied. For layers 2–3 Å high, the terraces correspond to a miscut near 1°. Real steps also carry atoms along their edges, which the model omits. If that transport only smooths the step and has a total activation energy of 1.8 eV, the selected wavelength rises from 62 to 77 nm and the largest rate falls by 30%; at 1.6 eV the wavelength would be 160 nm. The result is also sensitive to the other energies. Without edge transport, 0.1 eV added to the 2.0 eV sum of diffusion and formation energies divides the selected wavelength by about 2.3 with the full rate, and by $e^{0.1/2kT}\approx1.9$ in the long-wave formula. The value of 62 nm therefore illustrates the model and is not a prediction for a particular surface.

The table omits the noise of the deposited atoms. They are captured independently, so they add power at the rate $\Omega^2Fl/L$ to each mode, which raises the late power of mode 3 by about 36%. This figure contains both the random arrival (about 22%) and the random diffusion of the adatom excess, which reaches 0.47 of $c$. After 200 s the slope scale $2q\sqrt{S}$ of mode 3 on a single step would be about 0.75 if all phases of the train grew alike. The actual slope is smaller, because the in-phase wave grows fastest, but it is no longer negligible, so the linear calculation should not be carried further.

## Computed values

```
temperature 900 K, kT 0.07756 eV
lattice constant 3.8 A, step length 1945.6 A
kink energy 0.16 eV, stiffness 0.0612 eV/A
kT/stiffness 1.267 A
attempt rate 1.0e+13 1/s
diffusion barrier 0.90 eV, D 1.318e+09 A^2/s
adatom energy 1.10 eV, c_eq 4.794e-08 1/A^2
extra descent barrier 0.20 eV, length 46.3 A
terrace 150 A, flux 0.10 monolayer/s
flux 6.925e-03 1/(A^2 s)
EQUILIBRIUM
closed-step snapshots 2465
sampled spectral exponent -2.007
rms width: formula 14.33 A = 1.433 nm
rms width: sampled 14.49 A
mean peak-to-trough range 57.9 A
mode 1 variance share: formula 0.608, sampled 0.616
mode 1 strongest: formula 0.763, sampled 0.772
mode 2 strongest: sampled 0.164
mode 3 or higher strongest: sampled 0.064
straight start, 100 s: peak wavelength 776 A
straight start, 1600 s: peak wavelength 1571 A
GROWTH
alpha 265.29 A^2/s, K 1.559e+06 A^4/s
long-wave selected wavelength 681.2 A
full selected wavelength 619.2 A = 61.92 nm
largest rate 0.01189 1/s, e-fold time 84.1 s
cutoff wavelength 411.9 A
wavy-terrace test: worst relative error 1.1e-05
growth time 200 s, deposit 20 monolayers
mode: wavelength A | S_eq A^2 | sampled S A^2
1: 1945.6 | 62.46 | 64.64
2: 972.8 | 15.61 | 15.48
3: 648.5 | 6.94 | 7.02
4: 486.4 | 3.90 | 3.91
5: 389.1 | 2.50 | 2.53
6: 324.3 | 1.73 | 1.73
mode: rate at F=0 1/s | rate in growth 1/s | S/S_eq after growth
1: -0.000164 | 0.002566 | 2.905
2: -0.002398 | 0.008124 | 33.097
3: -0.010649 | 0.011815 | 213.646
4: -0.028903 | 0.008701 | 137.002
5: -0.060222 | -0.005024 | 10.514
6: -0.106899 | -0.032188 | 3.321
mode 3, growth without descent barrier: rate -0.011738 1/s
slope scale of mode 3 if all phases grew alike 0.746
NEGLECTED EFFECTS
edge transport at 1.8 eV: wavelength 765.8 A
edge transport: largest rate 0.00833 1/s
deposition noise: late power up by at most 36 percent
step contact length 8877 A
desorption at 3.0 eV: (terrace/range)^2 2.7e-09
step motion during diffusion: V*terrace/D 1.7e-06
largest supersaturation 0.471
island: radius 29.5 A, barrier 5.68 eV
```
